# RHF energy of minimal-basis H2 as a function of orbital mixing angle: a program that tests the result

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test: for minimal-basis H2 with the doubly occupied orbital
    phi(t) = cos(t) sigma_g + sin(t) sigma_u
the RHF energy is E(t) = a + b*cos(2t) + c*cos(2t)**2, with
    a = 1/R + hgg + huu + (Jgg + Juu)/4 + (Jgu + 2K)/2
    b = hgg - huu + (Jgg - Juu)/2
    c = (Jgg + Juu)/4 - (Jgu + 2K)/2
Stationary points: t = 0, t = pi/2, and cos(2t) = -b/(2c) if |b| < 2|c|.
R: bond length; h: one-electron integrals; Jgg = (gg|gg), Juu = (uu|uu),
Jgu = (gg|uu), K = (gu|gu). Atomic units, angles in radians inside the code.
The reference side uses energies from atomic-orbital density matrices.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from pyscf import gto, scf


class Hydrogen:
    """Integrals, direct energies and trigonometric coefficients at one R."""

    def __init__(self, R):
        self.R = R
        self.mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]],
                         unit="Bohr", basis="sto-3g", verbose=0)
        self.S = self.mol.intor("int1e_ovlp")
        self.h = self.mol.intor("int1e_kin") + self.mol.intor("int1e_nuc")
        self.eri = self.mol.intor("int2e").reshape(2, 2, 2, 2)
        s = self.S[0, 1]
        self.g = np.array([1.0, 1.0]) / np.sqrt(2 * (1 + s))
        self.u = np.array([1.0, -1.0]) / np.sqrt(2 * (1 - s))
        g, u = self.g, self.u
        self.hgg, self.huu = g @ self.h @ g, u @ self.h @ u
        self.Jgg = self.repulsion(g, g, g, g)
        self.Juu = self.repulsion(u, u, u, u)
        self.Jgu = self.repulsion(g, g, u, u)
        self.K = self.repulsion(g, u, g, u)
        mix = (self.Jgu + 2 * self.K) / 2
        mean = (self.Jgg + self.Juu) / 4
        self.a = 1 / R + self.hgg + self.huu + mean + mix
        self.b = self.hgg - self.huu + (self.Jgg - self.Juu) / 2
        self.c = mean - mix
        self.eps_g = self.hgg + self.Jgg
        self.eps_u = self.huu + 2 * self.Jgu - self.K

    def repulsion(self, p, q, r, s):
        return np.einsum("ijkl,i,j,k,l", self.eri, p, q, r, s)

    def orbital(self, t):
        return np.cos(t) * self.g + np.sin(t) * self.u

    def direct(self, t_alpha, t_beta=None):
        """Single-determinant energy from alpha and beta density matrices."""
        t_beta = t_alpha if t_beta is None else t_beta
        va, vb = self.orbital(t_alpha), self.orbital(t_beta)
        Pa, Pb = np.outer(va, va), np.outer(vb, vb)
        P = Pa + Pb
        coulomb = np.einsum("ijkl,ij,kl", self.eri, P, P)
        exchange = sum(np.einsum("ijkl,ik,jl", self.eri, D, D)
                       for D in (Pa, Pb))
        return np.sum(P * self.h) + 0.5 * (coulomb - exchange) + 1 / self.R

    def energy(self, t):
        x = np.cos(2 * t)
        return self.a + self.b * x + self.c * x**2

    def gradient(self, t):
        return -2 * np.sin(2 * t) * (self.b + 2 * self.c * np.cos(2 * t))

    def curvature(self, t):
        return -4 * self.b * np.cos(2 * t) - 8 * self.c * np.cos(4 * t)

    def stationary(self):
        points = [0.0, np.pi / 2]
        if abs(self.b) < 2 * abs(self.c):
            extra = 0.5 * np.arccos(-self.b / (2 * self.c))
            points += [extra, np.pi - extra]
        return sorted(points)


def slope(f, t, d=1e-4):
    return (f(t + d) - f(t - d)) / (2 * d)


def second(f, t, d=1e-3):
    return (f(t + d) - 2 * f(t) + f(t - d)) / d**2


def search_stationary(system):
    """All sign changes of the numerical slope over one full period pi."""
    def f(t):
        return slope(system.direct, t)
    grid = -0.3 + np.linspace(0, np.pi, 181)
    values = [f(t) for t in grid]
    return [brentq(f, grid[i], grid[i + 1], xtol=1e-11)
            for i in range(180) if values[i] * values[i + 1] < 0]


def check(system):
    # Fourier analysis of direct energies: only three harmonics may survive.
    n = 16
    samples = [system.direct(np.pi * k / n) for k in range(n)]
    spectrum = np.fft.rfft(samples) / n
    expected = np.zeros(n // 2 + 1)
    expected[:3] = [system.a + system.c / 2, system.b / 2, system.c / 4]
    assert np.allclose(spectrum, expected, atol=1e-10)

    # PySCF energy and Fock matrix at non-stationary angles.
    mf = scf.RHF(system.mol)
    for t in (0.3, np.pi / 6, 1.1, 2.0):
        v = system.orbital(t)
        dv = system.orbital(t + np.pi / 2)
        dm = 2 * np.outer(v, v)
        assert abs(mf.energy_tot(dm=dm) - system.energy(t)) < 1e-9
        fock = mf.get_fock(dm=dm)
        assert abs(4 * dv @ fock @ v - system.gradient(t)) < 1e-9
        # Central differences carry truncation errors of order d squared.
        assert abs(slope(system.direct, t) - system.gradient(t)) < 1e-6
        assert abs(second(system.direct, t) - system.curvature(t)) < 2e-5

    # Complete search for stationary points against the closed formula.
    found, formula = search_stationary(system), system.stationary()
    assert len(found) == len(formula)
    assert np.allclose(found, formula, atol=1e-6)
    for t in formula:
        assert abs(second(system.direct, t) - system.curvature(t)) < 2e-5

    # Converged SCF, orbital energies and both Hessians at sigma_g squared.
    mf.conv_tol = 1e-12
    assert abs(mf.kernel() - system.energy(0)) < 1e-9
    assert np.allclose(mf.mo_energy, [system.eps_g, system.eps_u], atol=1e-7)
    gap = system.eps_u - system.eps_g
    restricted = 4 * (gap - system.Jgu + 3 * system.K)
    unrestricted = 4 * (gap - system.Jgu - system.K)
    assert abs(second(system.direct, 0.0) - restricted) < 2e-5
    numeric = second(lambda t: system.direct(t, -t), 0.0)
    assert abs(numeric - unrestricted) < 2e-5
    return unrestricted


def report(system, unrestricted):
    print(f"--- H2, STO-3G, R = {system.R:.1f} bohr ---")
    print(f"overlap S = {system.S[0, 1]:.6f}")
    print(f"1/R = {1 / system.R:.6f} hartree")
    for name in ("hgg", "huu", "Jgg", "Juu", "Jgu", "K",
                 "eps_g", "eps_u", "a", "b", "c"):
        print(f"{name} = {getattr(system, name):.6f} hartree")
    print(f"A0, A1, A2 = {system.a + system.c / 2:.6f}, "
          f"{system.b:.6f}, {system.c / 2:.6f} hartree")
    print(f"-b/(2c) = {-system.b / (2 * system.c):.6f}")
    t = np.pi / 6
    print(f"at 30 deg: E = {system.energy(t):.6f} hartree")
    print(f"at 30 deg: E' = {system.gradient(t):.6f} hartree/rad")
    print(f"at 30 deg: E'' = {system.curvature(t):.6f} hartree/rad^2")
    for t in system.stationary():
        kind = "min" if system.curvature(t) > 0 else "max"
        print(f"stationary {np.degrees(t):.3f} deg: E = "
              f"{system.energy(t):.6f} hartree, E'' = "
              f"{system.curvature(t):.6f} hartree/rad^2, {kind}")
    print(f"UHF-direction E'' at 0 deg = {unrestricted:.6f} hartree/rad^2")


near, far = Hydrogen(1.4), Hydrogen(6.0)
uhf_near, uhf_far = check(near), check(far)

# Nature of the stationary points and of the UHF direction.
assert len(near.stationary()) == 2 and len(far.stationary()) == 4
assert near.curvature(0) > 0 > near.curvature(np.pi / 2)
assert far.curvature(0) > 0 and far.curvature(np.pi / 2) > 0
t_ionic = far.stationary()[1]
assert far.curvature(t_ionic) < 0
assert uhf_near > 0 > uhf_far
assert far.direct(0.2, -0.2) < far.direct(0.0)

# Ionic character of the extra stationary point: Mulliken population.
v = far.orbital(t_ionic)
population = 2 * v * (far.S @ v)
assert abs(population.sum() - 2) < 1e-10 and population[0] > 1.9

# Bond length at which sigma_u squared changes from maximum to minimum.
scan = [Hydrogen(R) for R in np.linspace(1.4, 6.0, 47)]
signs = np.sign([m.curvature(np.pi / 2) for m in scan])
assert np.count_nonzero(np.diff(signs)) == 1
assert all(m.c < 0 and m.b < 0 and m.curvature(0) > 0 for m in scan)
R_change = brentq(lambda R: Hydrogen(R).curvature(np.pi / 2), 1.4, 6.0)
assert len(search_stationary(Hydrogen(R_change - 0.05))) == 2
assert len(search_stationary(Hydrogen(R_change + 0.05))) == 4

report(near, uhf_near)
report(far, uhf_far)
print("--- further results ---")
print(f"Mulliken populations at {np.degrees(t_ionic):.3f} deg, 6 bohr = "
      f"{population[0]:.5f}, {population[1]:.5f} electrons")
print(f"extra stationary pair appears at R = {R_change:.4f} bohr")
to_ev = constants.value("Hartree energy in eV")
for m in (near, far):
    split = m.energy(np.pi / 2) - m.energy(0)
    print(f"E(sigma_u^2) - E(sigma_g^2) at {m.R:.1f} bohr = "
          f"{split:.6f} hartree = {split * to_ev:.4f} eV")
barrier = far.energy(t_ionic) - far.energy(np.pi / 2)
print(f"barrier from sigma_u^2 at 6 bohr = {barrier:.6f} hartree = "
      f"{barrier * to_ev:.4f} eV")
print("success")
```

Printed output:

```
--- H2, STO-3G, R = 1.4 bohr ---
overlap S = 0.659318
1/R = 0.714286 hartree
hgg = -1.252797 hartree
huu = -0.475602 hartree
Jgg = 0.674594 hartree
Juu = 0.697495 hartree
Jgu = 0.663564 hartree
K = 0.181258 hartree
eps_g = -0.578203 hartree
eps_u = 0.670268 hartree
a = -0.158051 hartree
b = -0.788645 hartree
c = -0.170018 hartree
A0, A1, A2 = -0.243060, -0.788645, -0.085009 hartree
-b/(2c) = -2.319306
at 30 deg: E = -0.594878 hartree
at 30 deg: E' = 1.660453 hartree/rad
at 30 deg: E'' = 0.897221 hartree/rad^2
stationary 0.000 deg: E = -1.116714 hartree, E'' = 4.514722 hartree/rad^2, min
stationary 90.000 deg: E = 0.460576 hartree, E'' = -1.794441 hartree/rad^2, max
UHF-direction E'' at 0 deg = 1.614595 hartree/rad^2
--- H2, STO-3G, R = 6.0 bohr ---
overlap S = 0.012531
1/R = 0.166667 hartree
hgg = -0.639604 hartree
huu = -0.626732 hartree
Jgg = 0.467465 hartree
Juu = 0.473962 hartree
Jgu = 0.470636 hartree
K = 0.304020 hartree
eps_g = -0.172139 hartree
eps_u = 0.010521 hartree
a = -0.324975 hartree
b = -0.016121 hartree
c = -0.303981 hartree
A0, A1, A2 = -0.476965, -0.016121, -0.151990 hartree
-b/(2c) = -0.026517
at 30 deg: E = -0.409030 hartree
at 30 deg: E' = 0.554433 hartree/rad
at 30 deg: E'' = -1.183681 hartree/rad^2
stationary 0.000 deg: E = -0.645077 hartree, E'' = 2.496332 hartree/rad^2, min
stationary 45.760 deg: E = -0.324761 hartree, E'' = -2.430137 hartree/rad^2, max
stationary 90.000 deg: E = -0.612834 hartree, E'' = 2.367362 hartree/rad^2, min
stationary 134.240 deg: E = -0.324761 hartree, E'' = -2.430137 hartree/rad^2, max
UHF-direction E'' at 0 deg = -2.367980 hartree/rad^2
--- further results ---
Mulliken populations at 45.760 deg, 6 bohr = 1.99973, 0.00027 electrons
extra stationary pair appears at R = 2.2541 bohr
E(sigma_u^2) - E(sigma_g^2) at 1.4 bohr = 1.577291 hartree = 42.9203 eV
E(sigma_u^2) - E(sigma_g^2) at 6.0 bohr = 0.032242 hartree = 0.8774 eV
barrier from sigma_u^2 at 6 bohr = 0.288073 hartree = 7.8389 eV
success
```
